# Fowler–Nordheim Emission and the Image-Potential Correction at 5 V/nm: a program that tests the result

```python
"""Fowler-Nordheim emission and its image-potential correction.

Result under test, for a free-electron metal at zero temperature:
  J = P e^3 F^2/(8 pi h phi) exp(-G),
  G = 4 sqrt(2m) phi^(3/2)/(3 hbar e F)          (triangular barrier)
with P = 1 in simple WKB and P = 4 sqrt(EF phi)/(EF+phi) for a sharp step.
The image potential replaces G by v G and divides the WKB current by t^2.
phi: work function, EF: Fermi energy, F: field magnitude,
w: depth of the normal energy below the Fermi level,
d: decay energy, 1/d = dG/dphi; f = e^3 F/(4 pi eps0 phi^2).
Working units: eV, nm, V/nm; current densities in A/m^2.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.special import airy, ellipe, ellipk

e, m, hbar = const.e, const.m_e, const.hbar
wave_const = 2*m*e/hbar**2*1e-18            # 2m/hbar^2 in 1/(eV nm^2)
image_const = e/(16*np.pi*const.epsilon_0)*1e9   # eV nm
slope_const = 4*np.sqrt(wave_const)/3       # eV^(-3/2) V/nm
supply = e*m/(2*np.pi**2*hbar**3)*e**2      # A m^-2 eV^-2
phi, fermi, field = 4.5, 10.0, 5.0


def action_triangle(height, F):
    return slope_const*height**1.5/F


def action_numeric(height, F, image):
    """WKB action from its definition, by quadrature."""
    root = np.sqrt(height**2 - 4*F*image)
    left, right = (height-root)/(2*F), (height+root)/(2*F)

    def decay(x):
        pot = height - F*x - (image/x if image > 0 else 0.0)
        return np.sqrt(wave_const*max(pot, 0.0))
    return 2*quad(decay, left, right, epsabs=1e-10, epsrel=1e-10,
                  limit=300)[0]


def image_functions(f):
    """Closed forms of v and t."""
    s = np.sqrt(1-f)
    k2 = 2*s/(1+s)
    front = np.sqrt((1+s)/2)
    t = front*ellipe(k2)
    return t - front*(1-s)*ellipk(k2), t


def scaled_field(height, F):
    return 4*image_const*F/height**2


def elementary_current(F):
    pref = e**3*(F*1e9)**2/(8*np.pi*const.h*phi*e)
    return pref*np.exp(-action_triangle(phi, F))


def transmission_airy(height, inside, F):
    """Exact transmission of the sharp triangular barrier."""
    length = (wave_const*F)**(-1/3)
    k = np.sqrt(wave_const*inside)
    ai, aip, bi, bip = airy(height/(F*length))
    value = bi + 1j*ai
    deriv = -(bip + 1j*aip)/length
    return 4/(np.pi*length*k*abs(value + deriv/(1j*k))**2)


def transmission_wave(height, inside, F, image, x_right=6.0):
    """Transmission by integrating the Schroedinger equation inward."""
    depth = height + inside
    x_left = 2*image/(depth + np.sqrt(depth**2 - 4*F*image))
    k = np.sqrt(wave_const*inside)
    q = np.sqrt(wave_const*(F*x_right + image/x_right - height))
    dq = wave_const*(F - image/x_right**2)/(2*q)

    def rhs(x, y):
        pot = height - F*x - (image/x if image > 0 else 0.0)
        return np.array([y[1], wave_const*pot*y[0]])
    start = np.array([1.0+0j, 1j*q - dq/(2*q)])
    sol = solve_ivp(rhs, (x_right, x_left), start, method="DOP853",
                    rtol=1e-9, atol=1e-11)
    assert sol.success
    incoming = (sol.y[0, -1] + sol.y[1, -1]/(1j*k))/2
    return q/(k*abs(incoming)**2)


# Triangular action against its defining integral
G = action_triangle(phi, field)
assert abs(action_numeric(phi, field, 0.0)/G - 1) < 1e-7

# Exact Airy transmission approaches the sharp-step prefactor times exp(-G)
step_factor = 4*np.sqrt(fermi*phi)/(fermi+phi)
airy_errors = []
for F in (field, 1.0):
    ratio = (transmission_airy(phi, fermi, F)
             / (step_factor*np.exp(-action_triangle(phi, F))))
    airy_errors.append(abs(ratio-1))
assert airy_errors[0] < 0.02 and airy_errors[1] < airy_errors[0]/3

# Sum over the Fermi sphere in spherical coordinates against the energy form
decay_energy = field/(2*np.sqrt(wave_const*phi))


def linearization_ratio(F):
    d = F/(2*np.sqrt(wave_const*phi))
    G0 = action_triangle(phi, F)
    integral = quad(lambda w: w*np.exp(G0-action_triangle(phi+w, F)),
                    0, min(fermi, 40*d), epsabs=1e-14, epsrel=1e-11,
                    limit=200)[0]
    return integral/d**2, d


curvature, _ = linearization_ratio(field)
nodes, weights = np.polynomial.legendre.leggauss(200)
k_fermi = np.sqrt(wave_const*fermi)
k_grid = (k_fermi*(nodes+1)/2)[:, None]
mu_grid = ((nodes+1)/2)[None, :]
cell = k_fermi*weights[:, None]*weights[None, :]/4
below = fermi - (k_grid*mu_grid)**2/wave_const
sphere = np.sum(cell*k_grid**3*mu_grid
                * np.exp(-action_triangle(phi+below, field)))
J_sphere = 2*e/(2*np.pi)**2*hbar/m*sphere*1e36
J_triangle = elementary_current(field)
assert abs(J_sphere/(J_triangle*curvature) - 1) < 1e-6
assert abs(J_sphere/J_triangle - 1) < 0.10

# First curvature correction, 1 - 3d/(2 phi), in a weak field
weak_ratio, weak_d = linearization_ratio(0.5)
assert abs((1-weak_ratio)*phi/weak_d - 1.5) < 0.05

# Image energy: work against the pull of the induced surface charge,
# in units of e^2/(4 pi eps0), between distances 1 and 3


def induced_force(x):
    return quad(lambda r: x*x*r/(x*x+r*r)**3, 0, np.inf)[0]


work = quad(induced_force, 1, 3)[0]
assert abs(work - (1-1/3)/4) < 1e-6

# Closed forms of v, t and the slope factor against numerical actions
f = scaled_field(phi, field)
v, t = image_functions(f)
G_image = action_numeric(phi, field, image_const)
assert abs(G_image/(v*G) - 1) < 1e-6
dh = 0.01
dG = (action_numeric(phi+dh, field, image_const)
      - action_numeric(phi-dh, field, image_const))/(2*dh)
assert abs(dG*decay_energy/t - 1) < 1e-4
slope_factor = (v+3*t)/4
F_low, F_high = 4.9, 5.1
exponent_slope = ((action_numeric(phi, F_low, image_const)
                   - action_numeric(phi, F_high, image_const))
                  / (1/F_low - 1/F_high))
triangle_slope = slope_const*phi**1.5
assert abs(exponent_slope/(triangle_slope*slope_factor) - 1) < 1e-3
small = 1e-3
series = (1 - (9*np.log(2)/8 + 3/16)*small + 3/16*small*np.log(small))
assert abs(image_functions(small)[0] - series) < 2e-5

# Wave-equation solver: Airy benchmark and independence of the outer boundary
D_triangle = transmission_airy(phi, fermi, field)
assert abs(transmission_wave(phi, fermi, field, 0.0)/D_triangle - 1) < 1e-3
D_image = transmission_wave(phi, fermi, field, image_const)
D_far = transmission_wave(phi, fermi, field, image_const, 9.0)
assert abs(D_far/D_image - 1) < 1e-3
image_prefactor = D_image/np.exp(-G_image)
assert 1/1.5 < image_prefactor < 1.5

# Energy-integrated currents
x20, w20 = np.polynomial.legendre.leggauss(20)
w_grid, w_weight = 2*(x20+1), 2*w20         # 0 to 4 eV below Fermi level


def current(transmissions):
    return supply*np.sum(w_weight*w_grid*transmissions)


def exact_image_current(F):
    return current(np.array([transmission_wave(phi+w, fermi-w, F, image_const)
                             for w in w_grid]))


J_triangle_exact = current(transmission_airy(phi+w_grid, fermi-w_grid, field))
assert abs(J_triangle_exact/(step_factor*J_triangle) - 1) < 0.10
J_image = J_triangle*np.exp((1-v)*G)/t**2
J_image_integrated = current(np.array(
    [np.exp(-action_numeric(phi+w, field, image_const)) for w in w_grid]))
assert abs(J_image_integrated/J_image - 1) < 0.12
J_image_exact = exact_image_current(field)
assert 1/1.5 < J_image_exact/J_image < 1.5
gain_wkb = J_image/J_triangle
gain_exact = J_image_exact/J_triangle_exact
assert 1/3 < gain_exact/gain_wkb < 3

# Slope of ln(J/F^2) against 1/F from the wave-equation currents;
# the slowly varying prefactor is absent from the simple slope factor
log_low = np.log(exact_image_current(F_low)/F_low**2)
log_high = np.log(exact_image_current(F_high)/F_high**2)
exact_slope = -(log_low-log_high)/(1/F_low-1/F_high)
assert abs(exact_slope/(triangle_slope*slope_factor) - 1) < 0.10

s = np.sqrt(1-f)
lowering = np.sqrt(4*image_const*field)
print(f"work function phi = {phi:.1f} eV")
print(f"Fermi energy EF = {fermi:.1f} eV")
print(f"field F = {field:.1f} V/nm")
print(f"2m/hbar^2 = {wave_const:.4f} 1/(eV nm^2)")
print(f"e^2/(16 pi eps0) = {image_const:.5f} eV nm")
print(f"4 sqrt(2m)/(3 hbar e) = {slope_const:.4f} eV^(-3/2) V/nm")
print(f"triangular width phi/(eF) = {phi/field:.3f} nm")
print(f"triangular exponent G = {G:.3f}")
print(f"exp(-G) = {np.exp(-G):.3e}")
print(f"decay energy d, triangle = {decay_energy:.4f} eV")
print(f"1 - 3d/(2 phi) = {1-1.5*decay_energy/phi:.4f}")
print(f"integrated/linearized WKB, triangle = {curvature:.4f}")
print(f"sharp-step prefactor P = {step_factor:.4f}")
print(f"exact D at Fermi level, triangle = {D_triangle:.3e}")
print(f"Airy D/(P exp(-G)) - 1, magnitude = {airy_errors[0]:.4f}")
print(f"image lowering of barrier top = {lowering:.3f} eV")
print(f"remaining barrier height = {phi-lowering:.3f} eV")
print(f"position of barrier top = {np.sqrt(image_const/field):.3f} nm")
print(f"inner turning point = {phi*(1-s)/(2*field):.4f} nm")
print(f"outer turning point = {phi*(1+s)/(2*field):.4f} nm")
print(f"field at which barrier top reaches Fermi level = {field/f:.2f} V/nm")
print(f"scaled field f = {f:.4f}")
print(f"s = sqrt(1-f) = {s:.4f}")
print(f"elliptic parameter k^2 = {2*s/(1+s):.4f}")
print(f"v = {v:.4f}")
print(f"t = {t:.4f}")
print(f"image exponent v G = {v*G:.3f}")
print(f"decay energy d/t, image = {decay_energy/t:.4f} eV")
print(f"exponential gain exp((1-v)G) = {np.exp((1-v)*G):.1f}")
print(f"prefactor change 1/t^2 = {1/t**2:.4f}")
print(f"WKB J, triangle = {J_triangle:.3e} A/m^2")
print(f"WKB J, image = {J_image:.3e} A/m^2")
print(f"WKB image enhancement = {gain_wkb:.1f}")
print(f"integrated/linearized WKB, image = {J_image_integrated/J_image:.4f}")
print(f"wave-equation D at Fermi level, image = {D_image:.3e}")
print(f"that D divided by exp(-vG) = {image_prefactor:.3f}")
print(f"wave-equation J, triangle = {J_triangle_exact:.3e} A/m^2")
print(f"wave-equation J, image = {J_image_exact:.3e} A/m^2")
print(f"wave-equation/WKB J, triangle = {J_triangle_exact/J_triangle:.3f}")
print(f"wave-equation/WKB J, image = {J_image_exact/J_image:.3f}")
print(f"wave-equation image enhancement = {gain_exact:.1f}")
print(f"triangular slope magnitude = {triangle_slope:.2f} V/nm")
print(f"slope factor (v+3t)/4 = {slope_factor:.4f}")
print(f"wave-equation slope/triangular = {exact_slope/triangle_slope:.4f}")
for F in (2.0, 3.0, 5.0):
    vF, tF = image_functions(scaled_field(phi, F))
    gain = np.exp((1-vF)*action_triangle(phi, F))/tF**2
    print(f"F = {F:.0f} V/nm: v = {vF:.4f}, t = {tF:.4f}, "
          f"WKB enhancement = {gain:.1f}")
print("finished without a failed check")
```

Running it gives:

```
work function phi = 4.5 eV
Fermi energy EF = 10.0 eV
field F = 5.0 V/nm
2m/hbar^2 = 26.2468 1/(eV nm^2)
e^2/(16 pi eps0) = 0.35999 eV nm
4 sqrt(2m)/(3 hbar e) = 6.8309 eV^(-3/2) V/nm
triangular width phi/(eF) = 0.900 nm
triangular exponent G = 13.041
exp(-G) = 2.169e-06
decay energy d, triangle = 0.2300 eV
1 - 3d/(2 phi) = 0.9233
integrated/linearized WKB, triangle = 0.9334
sharp-step prefactor P = 1.8505
exact D at Fermi level, triangle = 3.988e-06
Airy D/(P exp(-G)) - 1, magnitude = 0.0063
image lowering of barrier top = 2.683 eV
remaining barrier height = 1.817 eV
position of barrier top = 0.268 nm
inner turning point = 0.0887 nm
outer turning point = 0.8113 nm
field at which barrier top reaches Fermi level = 14.06 V/nm
scaled field f = 0.3555
s = sqrt(1-f) = 0.8028
elliptic parameter k^2 = 0.8906
v = 0.5813
t = 1.0561
image exponent v G = 7.581
decay energy d/t, image = 0.2178 eV
exponential gain exp((1-v)G) = 235.3
prefactor change 1/t^2 = 0.8966
WKB J, triangle = 1.857e+07 A/m^2
WKB J, image = 3.918e+09 A/m^2
WKB image enhancement = 211.0
integrated/linearized WKB, image = 0.9447
wave-equation D at Fermi level, image = 4.302e-04
that D divided by exp(-vG) = 0.843
wave-equation J, triangle = 3.268e+07 A/m^2
wave-equation J, image = 3.447e+09 A/m^2
wave-equation/WKB J, triangle = 1.760
wave-equation/WKB J, image = 0.880
wave-equation image enhancement = 105.5
triangular slope magnitude = 65.21 V/nm
slope factor (v+3t)/4 = 0.9374
wave-equation slope/triangular = 0.9278
F = 2 V/nm: v = 0.8092, t = 1.0292, WKB enhancement = 474.8
F = 3 V/nm: v = 0.7294, t = 1.0392, WKB enhancement = 331.9
F = 5 V/nm: v = 0.5813, t = 1.0561, WKB enhancement = 211.0
finished without a failed check
```
